\section*{Why spin-flip methods give a two-dimensional S0/S1 branching space in ethylene}

\section{Two conditions for a degeneracy}

Q: I study how alkenes return to the ground state after absorbing light. I am told that ordinary excited-state response from a closed-shell ground state gives the wrong shape for the S$_0$/S$_1$ crossing, and that spin-flip methods repair it. What is the right shape?

A: Take clamped nuclei at positions $\mathbf R$, real wavefunctions, and neither spin--orbit coupling nor a magnetic field. I use Hartree atomic units. Suppose two singlets are described by one real symmetric matrix,
\begin{equation}
W=\begin{pmatrix}W_{11}&W_{12}\\ W_{12}&W_{22}\end{pmatrix}.
\end{equation}
Its eigenvalues solve $(W_{11}-E)(W_{22}-E)-W_{12}^2=0$, so
\begin{equation}
E_\pm=\frac{W_{11}+W_{22}}2\pm\sqrt{\Big(\frac{W_{11}-W_{22}}2\Big)^2+W_{12}^2}.
\label{roots}
\end{equation}
Under the root stands a sum of two squares. A degeneracy therefore needs two conditions, $W_{11}=W_{22}$ and $W_{12}=0$. If they are independent, they remove two dimensions from the $N$ internal coordinates, and the crossing seam has dimension $N-2$. The two directions that leave the seam to first order span the branching space. Ethylene has six atoms, so $N=3\cdot6-6=12$ and the seam has ten dimensions.

Q: What does the ordinary method do to these two conditions?

A: It loses one. Consider configuration interaction singles (CIS), the simplest such response. The ground state is a closed-shell determinant $\Phi_0$ with optimized orbitals, and the excited states are combinations of single excitations. Replace an occupied orbital $\phi_i$ by $\phi_i+\theta\phi_a$, with $\phi_a$ empty. The energy
\begin{equation}
E_0=2\sum_k h_{kk}+\sum_{kl}\big[2(kk|ll)-(kl|lk)\big]
\end{equation}
changes to first order by
\begin{equation}
\delta E_0=4\theta\Big\{h_{ia}+\sum_l\big[2(ia|ll)-(il|la)\big]\Big\}=4\theta F_{ia}.
\end{equation}
The factor 4 comes from two electrons in $\phi_i$ and two places for $\phi_a$ in each matrix element. Optimized orbitals make this vanish for every $\theta$, so $F_{ia}=0$. The coupling of $\Phi_0$ to the singlet single excitation, the normalized sum of the $\alpha$ and $\beta$ excitations, is
\begin{equation}
\langle\Phi_0|H|{}^1\Phi_i^a\rangle=\frac{F_{ia}+F_{ia}}{\sqrt2}=\sqrt2\,F_{ia}=0 .
\end{equation}
This is Brillouin's condition, and it holds at every geometry where the orbitals are stationary. The gap is then the excitation energy $\omega(\mathbf R)$ alone. Where a crossing exists, $\Phi_0$ varies smoothly and $\nabla\omega\neq0$, the single equation $\omega=0$ defines a surface of dimension $N-1$. The smooth region can be small. Along the excitation, $\omega$ is the mean of the energy curvatures for real and for imaginary orbital rotations, so at $\omega=0$ the determinant is not a strict minimum against both. For the ethylene geometry used below, CIS has $\omega=0$ near $80^\circ$ of pyramidalization, with lowest curvatures of $+0.003\ E_h$ (real) and $-0.005\ E_h$ (imaginary). The orbitals then respond so strongly that a twist of $0.1^\circ$ already gives $\omega\approx0.001\ E_h$, and the surface is sharply curved.

The zero does not mean that the physical states are uncoupled. It means that this description has no matrix element left with which to couple them.

\section{Putting both states in one matrix}

Q: How does flipping a spin restore the missing element?

A: It starts from a state that is not one of the answers. Let $\Phi_T$ be the high-spin triplet, $M_s=1$, with closed orbitals and two open orbitals $p_1,p_2$, both occupied by $\alpha$ electrons. Move one $\alpha$ electron from $i$ to an empty $\beta$ orbital $a$. These configurations have $M_s=0$. The Hamiltonian conserves $M_s$, so it does not couple them to $\Phi_T$.

For general spin orbitals, single excitations of a determinant obey
\begin{equation}
\langle\Phi_i^a|H-E_T|\Phi_j^b\rangle=\delta_{ij}F_{ab}-\delta_{ab}F_{ij}+(ai|jb)-(ab|ji).
\end{equation}
The first term is the energy of the added electron. The second is that of the hole, hence its minus sign, and the last two describe their interaction. In $(ai|jb)$ the orbitals $a$ and $i$ share an electron coordinate, so opposite spins make it vanish. What remains is the spin-flip CIS matrix,
\begin{equation}
A_{ia,jb}=\delta_{ij}F^\beta_{ab}-\delta_{ab}F^\alpha_{ij}-(ij|ab).
\label{sf}
\end{equation}
It is real and symmetric, and the approximations to S$_0$ and S$_1$ are both among its eigenvectors.

Q: Can I see the coupling in terms of the two electrons that matter?

A: Keep the four flips within $p_1,p_2$. They give one triplet and three singlets: $p_1^2$, $p_2^2$ and the open-shell singlet $O=(p_1p_2+p_2p_1)/\sqrt2$. Let $f$ be the one-electron operator including the closed shells, $J_{kl}=(kk|ll)$ and $K_{12}=(12|12)$. Then
\begin{align}
\langle O|H|O\rangle&=f_{11}+f_{22}+J_{12}+K_{12},\\
\langle p_1^2|H|p_1^2\rangle&=2f_{11}+J_{11},\\
\langle O|H|p_1^2\rangle&=\tfrac1{\sqrt2}\big[2f_{12}+2(11|12)\big]=\sqrt2\,\big[f_{12}+(11|12)\big].
\label{coupling}
\end{align}
If $p_2^2$ lies high enough to be ignored, the crossing needs
\begin{equation}
f_{11}-f_{22}+J_{11}-J_{12}-K_{12}=0,\qquad f_{12}+(11|12)=0 .
\label{two}
\end{equation}
The first says that the lower energy of orbital $p_1$ pays for putting two electrons there. The second says that the effective hopping of one electron between the orbitals vanishes while the other electron stays in $p_1$. They are different conditions on the geometry, and both now appear.

\section{From the matrix to the branching space}

Q: A real calculation has hundreds of configurations. Does the $2\times2$ argument survive?

A: Yes, if the matrix $H(\mathbf R)$ is smooth and the pair is separated from the other roots. At the crossing $\mathbf R_*$ take orthonormal eigenvectors $c_1,c_2$ with energy $E_*$, keep them fixed, and displace the nuclei by $\mathbf x$. In blocks,
\begin{equation}
H=\begin{pmatrix}W&B\\B^T&D\end{pmatrix},\qquad W_{ab}=c_a^TH(\mathbf R)c_b .
\end{equation}
Eliminating the other states gives $[W+B(E-D)^{-1}B^T]u=Eu$. Since $B=0$ at $\mathbf R_*$, $B$ is of first order in $\mathbf x$ and its contribution is of second order. Define
\begin{equation}
\mathbf g=\tfrac12\nabla(W_{11}-W_{22}),\qquad \mathbf h=\nabla W_{12}
\end{equation}
at $\mathbf R_*$. Equation~(\ref{roots}) becomes, to first order,
\begin{equation}
\Delta E=2\sqrt{(\mathbf g\cdot\mathbf x)^2+(\mathbf h\cdot\mathbf x)^2}.
\label{cone}
\end{equation}
If $\mathbf g$ and $\mathbf h$ are independent, this is a double cone over a plane. A smooth rotation that removes $B$ leaves two smooth equations with independent gradients, and the implicit function theorem then gives the $(N-2)$-dimensional seam.

Q: The orbitals also change when the nuclei move. Could that change the answer?

A: The relaxation of the triplet orbitals is part of $H(\mathbf R)$ and enters the values of $\mathbf g$ and $\mathbf h$; the argument needs only that it be smooth. What remains arbitrary are rotations that map the set of configurations onto itself, such as rotations among the open or among the empty orbitals. These give a smooth change of basis $U=1+K$ within the matrix, with $K^T=-K$ of first order in $\mathbf x$, and $U^THU=H+HK-KH$ to first order. Between the fixed vectors the extra term is
\begin{equation}
c_a^T(HK-KH)c_b=(E_*-E_*)\,c_a^TKc_b=0 .
\end{equation}
The degeneracy itself makes $\mathbf g$ and $\mathbf h$ independent of this remaining freedom. Rotations that mix closed, open and empty orbitals lead outside the set of configurations; they can move the crossing and change $\mathbf g$ and $\mathbf h$. If the new matrix is also smooth and its crossing pair is separated from the other roots, equation~(\ref{cone}) keeps its form at the new crossing.

So one common matrix is necessary for this argument but not sufficient. If $\mathbf h$ were zero or parallel to $\mathbf g$, equation~(\ref{cone}) would open the gap along one direction.

\section{Twisted-pyramidalized ethylene}

Q: Which motions play the two roles in ethylene?

A: Turn one CH$_2$ group by $90^\circ$ about the C--C axis, then bend the other CH$_2$ group out of line with that axis. A mirror plane remains. It contains both carbons and the hydrogens of the unbent group, and it exchanges the other two hydrogens. The lone-pair orbital $p_1$ on the pyramidal carbon is even under reflection and $p_2$ is odd. Thus $O$ is odd and $p_1^2$ is even.

Let $W_{11}$ belong to the odd state and $W_{22}$ to the even one. Reflecting the nuclei reverses $W_{12}$ and leaves $W_{11}$ and $W_{22}$ unchanged. A displacement that preserves the mirror therefore has $\mathbf h\cdot\mathbf x=0$, and one that is reversed by reflection has $\mathbf g\cdot\mathbf x=0$. Pyramidalization is of the first kind and tunes the energies. Twisting away from $90^\circ$ is of the second kind and turns on the coupling. It also follows that $\mathbf g\perp\mathbf h$ here.

Q: Are the states from equation~(\ref{sf}) really singlets?

A: Only approximately. Flipping an electron from a closed orbital into $p_1$, for example, produces a determinant whose spin-exchanged partner is missing. I therefore used a larger matrix for the crossing. It has the same triplet orbitals and all $M_s=0$ determinants with at most one hole in the closed valence shells and at most one electron in the virtual shells. This goes beyond a pure one-flip response, but it is still one symmetric matrix.

In the 6-31G basis there are 26 orbitals: 2 carbon cores, 5 closed valence, 2 open and 17 virtual. The number of determinants is
\begin{equation}
4+4\cdot5+4\cdot17+10\cdot5\cdot17=942 .
\end{equation}
Keeping combinations unchanged by exchanging $\alpha$ and $\beta$ removes the triplets. Two determinants, $p_1^2$ and $p_2^2$, are their own partners, so $(942+2)/2=472$ functions remain, spanning 387 singlets and 85 quintets. The two states of interest have $\langle S^2\rangle=0$ to rounding.

Q: Where do they cross?

A: I fixed C--C at 2.65 bohr, all C--H at 2.05 bohr and the planar H--C--H angle at $117^\circ$. The pyramidalization angle is measured between the bisector of the bent CH$_2$ group and its in-line direction. With an H--C--H angle of $115^\circ$ at the pyramidal carbon, a coarse scan from $30^\circ$ to $125^\circ$ showed no change of order. With $105^\circ$ it gave:
\begin{center}
\begin{tabular}{cc}
Angle (deg) & $E_{\rm even}-E_{\rm odd}$ ($E_h$)\\
30 & 0.116\\
70 & 0.070\\
90 & 0.037\\
110 & 0.003\\
125 & $-0.015$
\end{tabular}
\end{center}
Root finding places the crossing at $112.1^\circ$. The third root lies 0.176 $E_h$ (4.8 eV) above the pair, so the pair is well separated.

The odd state is 98\% open-shell singlet. The even state has weight 0.84 on $p_1^2$ and 0.001 on $p_2^2$. The rest, about 0.16, lies in configurations with a hole or an electron outside the open pair. Ignoring $p_2^2$ in equation~(\ref{two}) is thus reasonable here. The other configurations cannot be ignored when locating the crossing, so equation~(\ref{two}) explains the two conditions but does not predict the angle.

Q: And what does plain spin-flip CIS give at that geometry?

A: Not a crossing. Its lowest root is nearly a triplet, with $\langle S^2\rangle=1.94$. The next two have 0.08 and 0.19 and lie 0.006 and 0.079 $E_h$ above it. These two nearly singlet states are therefore $0.079-0.006=0.073\ E_h$, or 2.0 eV, apart. The general argument applies to any smooth symmetric matrix, but the location of a crossing depends strongly on what the matrix contains. I did not look for a crossing in the plain matrix.

Q: Show me that two directions open the gap and the others do not.

A: I obtained all 18 Cartesian components of $\mathbf g$ and $\mathbf h$ by central differences with steps of 0.005 bohr. The lengths are $|\mathbf g|=0.1016$ and $|\mathbf h|=0.0723\ E_h$/bohr. Equation~(\ref{cone}) then predicts, for one degree of each motion,
\begin{align}
\text{pyramidalization:}\quad \Delta E&=2(0.000744)=0.00149\ E_h,\\
\text{twist:}\quad \Delta E&=2(0.001972)=0.00394\ E_h .
\end{align}
Diagonalizing the full matrix at the displaced geometries, and averaging over both signs of the displacement, gives the same values to these digits. Per degree, twisting opens the gap 2.7 times as fast.

Next take a direction $\mathbf s$ of unit length, chosen at random but perpendicular to both $\mathbf g$ and $\mathbf h$. For $\mathbf x=0.01\,(0.6\,\hat{\mathbf g}+0.5\,\hat{\mathbf h}+0.6\,\mathbf s)$ bohr,
\begin{equation}
\Delta E=0.02\sqrt{(0.6\cdot0.1016)^2+(0.5\cdot0.0723)^2}=0.00142\ E_h,
\end{equation}
again as found by diagonalization. The component along $\mathbf s$ contributes nothing at this order. Moving along $\mathbf s$ alone by 0.01 and 0.02 bohr gives gaps of $2.3\times10^{-6}$ and $9.2\times10^{-6}\ E_h$. Doubling the step multiplies the gap by 3.99, the mark of a second-order effect. A step of 0.02 bohr along $\hat{\mathbf g}$ would give $2(0.02)(0.1016)=0.0041\ E_h$, over 400 times more.

\section{Going around the crossing}

Q: Is there a sign of the cone that does not rely on measuring slopes?

A: Yes, the sign of the wavefunction. Put $\mathbf g\cdot\mathbf x=\rho\cos\theta$ and $\mathbf h\cdot\mathbf x=\rho\sin\theta$. Apart from the mean energy,
\begin{equation}
W=\rho\begin{pmatrix}\cos\theta&\sin\theta\\ \sin\theta&-\cos\theta\end{pmatrix},\qquad
v_-=\begin{pmatrix}-\sin(\theta/2)\\ \cos(\theta/2)\end{pmatrix}.
\end{equation}
Multiplying out, the components of $Wv_-$ are $\rho\sin(\theta/2)$ and $-\rho\cos(\theta/2)$, so $Wv_-=-\rho v_-$. When $\theta$ grows by $2\pi$, the half angle grows by $\pi$ and $v_-$ returns as $-v_-$, although the gap stays at $2\rho$.

I followed the lower eigenvector of the full matrix through eight points with $\rho=0.001\ E_h$. The gap stayed within 0.5\% of $0.002\ E_h$ and the vector returned with its sign reversed. On a loop of the same size, shifted along $\mathbf g$ by $2.5\rho$ so that it no longer enclosed the crossing, the vector returned unchanged.

Q: What would the ordinary method's missing coupling do on that first loop?

A: Delete $W_{12}$ and the energies become $\pm\rho\cos\theta$. They meet at $\theta=\pi/2$ and $3\pi/2$, where the loop cuts a line of degeneracy. In the computed matrices $W_{11}-W_{22}$ indeed changes sign twice on the enclosing loop. This illustrates the lost condition. It is not a CIS calculation, in which optimizing the closed-shell orbitals would also shift the energies and could move the crossing elsewhere.

The contrast can also be put in numbers at a geometry without symmetry, $2^\circ$ further in pyramidalization and $2^\circ$ in twist. There the coupling in the larger common matrix is $|W_{12}|=0.0040\ E_h$, close to the first-order value $2(0.001972)=0.0039\ E_h$. For a closed-shell determinant with optimized orbitals, the largest coupling to a single excitation is zero to rounding. Put two electrons in $p_1$ but keep the triplet orbitals, and the largest coupling to a determinant with one $\alpha$ electron excited, $|F_{ia}|$, is 0.108 $E_h$. Two elements nearly tie at this value, one from $p_1$ to a virtual orbital and one from a closed orbital to $p_2$, and their sizes depend on how the orbitals within each block are chosen. They measure how far the orbitals are from stationary, not the coupling between S$_0$ and S$_1$; the element from $p_1$ to $p_2$ is much smaller, $\sqrt2|F_{12}|\approx0.004\ E_h$. Orbital optimization removes all these elements together, including the one from $p_1$ to $p_2$ that would couple the two states.

Q: When should I distrust a spin-flip cone?

A: First, when the triplet reference changes character or becomes degenerate, because $H(\mathbf R)$ may then no longer be smooth. Second, when spin contamination makes it unclear which roots are singlets.

Third, when energies are corrected one state at a time after the diagonalization. Suppose the corrections change the upper energy relative to the lower one by $-\delta$, with $\delta>0$ constant near the crossing. The difference becomes $2\rho-\delta$, which vanishes on the closed curve $\rho=\delta/2$ in the branching plane. That is one condition again. Corrections should enter the matrix before it is diagonalized.

Finally, a correct cone can sit in the wrong place. This calculation uses a small basis and leaves out most dynamic correlation, and the geometry is a point on the seam, not its lowest point. The $112^\circ$ is a result of this model and should not be compared with a measured structure. It is not converged in the basis: with 6-31G* the crossing moves to $103^\circ$, the third root to 0.185 $E_h$ above the pair, the ratio of the twist and pyramidalization slopes from 2.7 to 2.3, and the plain spin-flip splitting at $112^\circ$ from 0.073 to 0.058 $E_h$. The two-dimensional branching space rests on the common matrix and on the independence of $\mathbf g$ and $\mathbf h$.
